\section*{Electron-positron annihilation and Breit-Wheeler pair creation related by detailed balance}

\section{Problem}

Two photons can collide and create an electron and a positron, the Breit-Wheeler process. An electron and a positron can annihilate into two photons. Let $\sigma_{\rm pair}$ and $\sigma_{\rm ann}$ be the total cross sections of
\begin{equation}
\gamma\gamma\to e^-e^+ ,\qquad e^-e^+\to\gamma\gamma .
\end{equation}
Both are taken at lowest order in the fine-structure constant $\alpha$, for unpolarized beams, and at the same squared total energy $s>4m^2$ in the centre-of-momentum frame. A total cross section counts events, so one annihilation counts once although it produces two photons.

Find the ratio $R=\sigma_{\rm pair}/\sigma_{\rm ann}$ as a function of the lepton speed $\beta$ in this frame, without evaluating the squared amplitude. Identify the origin of every factor. At which energy are the two cross sections equal?

The derivation uses $\hbar=c=1$ and $e^2=4\pi\alpha$. In the centre-of-momentum frame the two particles of each pair have opposite momenta and equal masses, hence equal energies. All four particles therefore have energy $E=\sqrt{s}/2$. The photon momentum is $E$, and the lepton momentum is
\begin{equation}
p=\sqrt{E^2-m^2}=\beta E,\qquad \beta=\sqrt{1-\frac{m^2}{E^2}}=\sqrt{1-\frac{4m^2}{s}} .
\end{equation}

\section{First estimate by scaling}

A cross section is a transition rate divided by the incident flux. The rate is proportional to a squared amplitude and to the density of final states; the flux is proportional to the relative speed of the incident particles. Suppose that the squared amplitude is the same in both directions. It then cancels from the ratio, and two powers of $\beta$ remain to be found.

The density of final states scales as $p^2\,dp/dE$. Since $E^2=p^2+m^2$ gives $dp/dE=E/p$, this is $pE$, which is $\beta E^2$ for leptons and $E^2$ for photons. Pair creation thus carries a factor $\beta$ from its final states. The incident flux scales as $\beta$ for leptons and is independent of $\beta$ for photons, so annihilation carries a factor $1/\beta$. Hence
\begin{equation}
R_{\rm est}\sim\frac{\beta}{1/\beta}=\beta^2 .
\label{eq:estimate}
\end{equation}
Scaling does not fix the numerical constant. If it is set to one, the estimate says that annihilation has the larger cross section at every finite energy, and that the two become equal as $\beta\to1$. A constant of order one can change that conclusion, so the states have to be counted.

\section{Exact solution at tree level}

\subsection{The amplitude in the two directions}

Let the electron and positron have four-momenta $p_-$ and $p_+$, and the photons $k_1$ and $k_2$, with transverse polarization vectors $\epsilon_1$ and $\epsilon_2$. Write $\slashed a=\gamma^\mu a_\mu$. Two diagrams contribute to annihilation, one for each order in which the photons attach to the electron line:
\begin{align}
M_{\rm ann}&=-e^2\,\bar v(p_+)\,\Gamma\,u(p_-),\\
\Gamma&=\frac{\slashed\epsilon_2^*(\slashed p_--\slashed k_1+m)\slashed\epsilon_1^*}{D_1}
+\frac{\slashed\epsilon_1^*(\slashed p_--\slashed k_2+m)\slashed\epsilon_2^*}{D_2},\\
D_i&=(p_--k_i)^2-m^2=-2p_-\!\cdot k_i .
\end{align}
The last equality uses $p_-^2=m^2$ and $k_i^2=0$. If $\theta_i$ is the angle between the electron and photon $i$, then $D_i=-2E^2(1-\beta\cos\theta_i)$. This is real and nonzero because $\beta<1$.

Now take the complex conjugate. With $\bar v=v^\dagger\gamma^0$ and $(\gamma^0)^2=1$,
\begin{equation}
(\bar v\,\Gamma u)^*=u^\dagger\Gamma^\dagger\gamma^0v
=\bar u\,(\gamma^0\Gamma^\dagger\gamma^0)\,v .
\end{equation}
Hermitian conjugation reverses the order of the matrices. The identity $\gamma^0\gamma^{\mu\dagger}\gamma^0=\gamma^\mu$ then restores each gamma matrix, while $\epsilon_i^*$ becomes $\epsilon_i$. The momenta and denominators are real and do not change. Therefore
\begin{equation}
M_{\rm ann}^*=-e^2\,\bar u(p_-)\left[
\frac{\slashed\epsilon_1(\slashed p_--\slashed k_1+m)\slashed\epsilon_2}{D_1}
+\frac{\slashed\epsilon_2(\slashed p_--\slashed k_2+m)\slashed\epsilon_1}{D_2}
\right]v(p_+).
\end{equation}
This is the amplitude for pair creation. Its spinors $\bar u$ and $v$ describe an outgoing electron and positron, and its unconjugated polarization vectors describe incoming photons. In the first term photon 1 attaches next to the outgoing electron, so the internal line carries $p_--k_1$, as it should. Thus, for every choice of momenta and spins,
\begin{equation}
M_{\rm pair}=M_{\rm ann}^* ,\qquad |M_{\rm pair}|^2=|M_{\rm ann}|^2\equiv|M|^2 .
\label{eq:reverse}
\end{equation}
This is the detailed-balance relation needed here. Both directions contain the same two diagrams, so adding the exchanged diagram cannot produce a relative factor between them.

\subsection{Spin averages}

For unpolarized beams one averages over initial spins and sums over final spins. Two leptons have $2\times2=4$ spin states, and two photons have $2\times2=4$ polarization states. Each direction therefore contains the same full spin sum divided by the same number, 4.

A sum over complete sets of spin states does not depend on the axes chosen for the spins. At fixed energy it is a rotational scalar built from the lepton and photon directions, so it depends on the angle between them alone. Integrating over photon directions at fixed lepton axis gives the same number as integrating over lepton directions at fixed photon axis. Call this number, with $e^4$ removed,
\begin{equation}
J(s)=\frac{1}{e^4}\int_{4\pi}d\Omega\;\frac14\sum_{\rm spins}|M|^2 .
\label{eq:J}
\end{equation}

\subsection{Rate and flux in a box}

Put the particles in a periodic box of volume $V$, with one incident pair. Each of the four particles contributes a normalization factor $1/\sqrt{2EV}$, and the spatial integral that enforces momentum conservation contributes $V$. The transition matrix element is therefore
\begin{equation}
T_{fi}=\frac{V}{(\sqrt{2EV})^4}\,M=\frac{M}{4E^2V},\qquad
|T_{fi}|^2=\frac{|M|^2}{16E^4V^2}.
\label{eq:T}
\end{equation}
One incident pair in the box corresponds to a flux $v_{\rm rel}/V$. The golden rule, divided by this flux, gives
\begin{equation}
\sigma=\frac{V}{v_{\rm rel}}\sum_f 2\pi\,\delta(E_f-2E)\,|T_{fi}|^2 ,
\label{eq:golden}
\end{equation}
where the sum runs over distinct final states and the average over initial spins is understood. The incident particles approach head-on, so $v_{\rm rel}$ is the sum of their speeds: 2 for photons and $2\beta$ for leptons.

\subsection{Final states of pair creation}

Total momentum is zero, so the electron momentum $\mathbf p'$ fixes the positron momentum $-\mathbf p'$. The electron and positron are different particles. Exchanging their momenta gives a different state, and $\mathbf p'$ runs over the full sphere:
\begin{equation}
\sum_f\;\longrightarrow\;\sum_{\rm spins}\frac{V}{(2\pi)^3}\int d\Omega\int p'^2dp' .
\end{equation}
Let $E'$ be the energy of one lepton. From $p'dp'=E'dE'$ one has $p'^2dp'=p'E'dE'=\tfrac12p'E'\,d(2E')$, so
\begin{equation}
\int p'^2dp'\,\delta(2E'-2E)=\frac{pE}{2}=\frac{\beta E^2}{2}.
\label{eq:density}
\end{equation}
Insert this and \eqref{eq:T} into \eqref{eq:golden}, with $v_{\rm rel}=2$:
\begin{align}
\sigma_{\rm pair}
&=\frac V2\;2\pi\;\frac{V}{(2\pi)^3}\;\frac{\beta E^2}{2}\;
\frac{e^4J}{16E^4V^2}\nonumber\\
&=\frac{\beta e^4J}{256\pi^2E^2}
=\frac{\alpha^2\beta J}{16E^2}
=\frac{\alpha^2\beta J}{4s}.
\label{eq:pair}
\end{align}
The last two steps use $e^4=16\pi^2\alpha^2$ and $s=4E^2$.

No factor $1/2$ is needed for the incident photons. They occupy two different modes $a$ and $b$, and the state $a^\dagger b^\dagger|0\rangle$ has norm one. It is a single given initial state, over which no sum is taken.

\subsection{Final states of annihilation}

For photons $p'=E'$, and the energy integral corresponding to \eqref{eq:density} is $E^2/2$. The counting also changes. Let $a^\dagger_{\mathbf k\lambda}$ create a photon with momentum $\mathbf k$ and polarization $\lambda$. Creation operators for photons commute, so
\begin{equation}
a^\dagger_{\mathbf k\lambda}\,a^\dagger_{-\mathbf k\lambda'}|0\rangle
=a^\dagger_{-\mathbf k\lambda'}\,a^\dagger_{\mathbf k\lambda}|0\rangle .
\label{eq:bose}
\end{equation}
The label $(\mathbf k,\lambda,\lambda')$ and the label $(-\mathbf k,\lambda',\lambda)$ denote one and the same state. A sum over all directions and both polarizations contains both labels. They are never the same label, because $\mathbf k\ne-\mathbf k$, so the sum counts each state twice and must be halved:
\begin{equation}
\sum_f\;\longrightarrow\;\frac12\sum_{\lambda\lambda'}\frac{V}{(2\pi)^3}\int_{4\pi}d\Omega\int k^2dk .
\label{eq:half}
\end{equation}
With $v_{\rm rel}=2\beta$, equation \eqref{eq:golden} becomes
\begin{align}
\sigma_{\rm ann}
&=\frac12\;\frac{V}{2\beta}\;2\pi\;\frac{V}{(2\pi)^3}\;\frac{E^2}{2}\;
\frac{e^4J}{16E^4V^2}\nonumber\\
&=\frac12\;\frac{e^4J}{256\pi^2\beta E^2}
=\frac12\;\frac{\alpha^2J}{4s\beta}.
\label{eq:ann}
\end{align}

\subsection{The ratio}

Dividing \eqref{eq:pair} by \eqref{eq:ann} removes $\alpha$, $s$ and $J$:
\begin{equation}
\boxed{\;R=\frac{\sigma_{\rm pair}}{\sigma_{\rm ann}}
=\underbrace{\beta}_{\text{final-state density}}\times
\underbrace{\beta}_{\text{incident speed}}\times
\underbrace{2}_{\text{identical photons}}
=2\beta^2\;}
\label{eq:result}
\end{equation}
The 2 is the inverse of the $1/2$ in \eqref{eq:half}. It appears because the photon pair is summed over in annihilation but given in pair creation, while the lepton pair needs no such correction in either role.

The angular distributions show this separately. One may drop the $1/2$ in annihilation and integrate over a hemisphere, which contains one photon of each pair. With that convention, at a fixed angle between the lepton and photon axes,
\begin{equation}
\frac{d\sigma_{\rm pair}/d\Omega}{d\sigma_{\rm ann}/d\Omega}=\beta^2 .
\end{equation}
The 2 enters when pair creation is integrated over the sphere and annihilation over half of it.

The cross sections are equal when $2\beta^2=1$. Then $\beta=1/\sqrt2$, and
\begin{equation}
s=\frac{4m^2}{1-\beta^2}=8m^2,\qquad E=\frac{\sqrt s}{2}=\sqrt2\,m .
\end{equation}

\section{Comparison of estimate and solution}

The estimate \eqref{eq:estimate} has the correct dependence on $\beta$ and is too small by a factor of 2 at every energy. This changes the physical conclusion. Pair creation has the larger cross section above $E=\sqrt2\,m$, and the ratio tends to 2 at high energy. At threshold both expressions vanish, since slow leptons have few final states and a small incident flux.

Take $E=1$ MeV for each particle. With $m=0.510999$ MeV,
\begin{equation}
\beta^2=1-(0.510999)^2=0.73888,\qquad \beta=0.85958 .
\end{equation}
The estimate gives $R_{\rm est}=0.739$, and the solution gives $R=2(0.73888)=1.478$.

The separate cross sections require $J$. Numerical integration of the explicit amplitudes gives $J=121.980$ at this energy. Restoring units replaces $\alpha$ by $\alpha\hbar c=1.43996$ MeV\,fm, and $s=4$ MeV$^2$. Then
\begin{align}
\sigma_{\rm pair}&=\frac{(1.43996)^2(0.85958)(121.980)}{4\times4}\ {\rm fm}^2
=13.6\ {\rm fm}^2=136\ {\rm mb},\\
\sigma_{\rm ann}&=\frac{(1.43996)^2(121.980)}{8\times4\times0.85958}\ {\rm fm}^2
=9.20\ {\rm fm}^2=92.0\ {\rm mb},
\end{align}
where $1\ {\rm fm}^2=10\ {\rm mb}$. Their quotient is 1.48, in agreement with \eqref{eq:result}.

The state counting can be seen directly in a finite box, here a periodic cube of side $72\pi/m$, about 87 pm. In a window of $\pm2\%$ around this energy, an enumeration finds 701392 labelled photon pairs but 350696 distinct ones, and 601472 electron-positron states. The ratio of lepton states to distinct photon states is 1.715. The continuum value is $2\beta=1.719$, the product of the density factor and the counting factor. The difference is 0.24\% of $2\beta$; a finite lattice of momenta need not reproduce the continuum density. The deviation varies irregularly with the box: it is $+0.98\%$ for side $70\pi/m$, $-0.47\%$ for $74\pi/m$ and $-0.03\%$ for $144\pi/m$.

Other energies give the following tree-level values. The ratios were computed before the cross sections were rounded.

\begin{center}
\begin{tabular}{ccccc}
$E$ (MeV) & $\beta^2$ & $\sigma_{\rm ann}$ (mb) & $\sigma_{\rm pair}$ (mb) & $R$\\
0.520 & 0.034 & 695 & 47.7 & 0.069\\
0.600 & 0.275 & 263 & 144 & 0.549\\
0.723 & 0.500 & 170 & 170 & 1.000\\
1.000 & 0.739 & 92.0 & 136 & 1.478\\
2.000 & 0.935 & 28.8 & 53.9 & 1.869
\end{tabular}
\end{center}

The second column is also the scaling estimate. The third row is the crossing at $E=\sqrt2\,m$, where the estimate would still make pair creation half as likely as annihilation.

\section{Conditions on the result}

For the separate cross sections, tree level fails close to threshold. Slow leptons of momentum $m\beta$ have a quantum length scale $1/(m\beta)$, at which their Coulomb energy is about $\alpha m\beta$. Their total kinetic energy is $m\beta^2$, so the attraction is a small correction when $\alpha/\beta\ll1$ and cannot be neglected when $\beta$ is comparable with $\alpha$. In the first row of the table $\alpha/\beta\approx0.04$, and the nonrelativistic Coulomb factor $X/(1-e^{-X})$ with $X=\pi\alpha/\beta$ is about 1.06. The separate cross sections there rise by about 6\%, from 695 to about 740 mb and from 47.7 to about 51 mb; all entries of the table are tree-level values. The ratio is not changed by this effect. For slow leptons the s wave dominates, and the attraction multiplies each cross section by the enhancement of the pair density at contact, $|\psi(0)|^2$. The Coulomb wave of an outgoing pair is the time reverse, that is the complex conjugate with reversed momentum, of the wave of an incoming pair. Therefore $|\psi(0)|^2$ is the same in both directions at the same $\beta$ and cancels from $R$. Radiative corrections, which carry further powers of $\alpha$, are also left out of both cross sections.

The result is derived for unpolarized beams. If the spins of both incident particles are selected, relation \eqref{eq:reverse} still holds state by state at tree level, but the two cross sections then contain different partial spin sums, and $J$ need not cancel.

The 2 also depends on what is counted. If a measurement counts outgoing photons instead of annihilation events, its yield corresponds to $2\sigma_{\rm ann}$. The ratio of $\sigma_{\rm pair}$ to that yield is $\beta^2$.

The numerical check checks the reversal relation, the ratio and the state counting numerically.

\section*{Calculated quantities}
\begin{verbatim}
electron rest energy: 0.510999 MeV
classical electron radius squared: 79.4079 mb
alpha*hbar*c = r_e*m*c^2: 1.43996 MeV fm
example, CM energy of each particle: 1.000 MeV
example, s: 4.000 MeV^2
example, lepton momentum times c: 0.85958 MeV
example, beta: 0.85958 (dimensionless)
example, beta^2: 0.73888 (dimensionless)
J from annihilation, full sphere: 121.98037 (dimensionless)
J from annihilation, one hemisphere: 60.99019 (dimensionless)
J from pair creation, full sphere: 121.98037 (dimensionless)
annihilation cross section: 91.9510 mb
pair-creation cross section: 135.8816 mb
ratio of computed cross sections: 1.47776 (dimensionless)
2 beta^2: 1.47776 (dimensionless)
ratio of angular distributions at 60 deg: 0.73888 (dimensionless)
box, energy window half-width: 2.0 percent
box, distinct photon-pair states: 350696 (count)
box, photon pairs if labelled: 701392 (count)
box, electron-positron states: 601472 (count)
box, lepton/photon state ratio: 1.7151 (dimensionless)
2 beta: 1.7192 (dimensionless)
table: E per particle (MeV), beta, annihilation (mb), creation (mb), ratio
0.5200  0.18526  694.522  47.672  0.06864
0.6000  0.52409  262.772  144.349  0.54933
0.7227  0.70711  170.027  170.027  1.00000
1.0000  0.85958  91.951  135.882  1.47776
2.0000  0.96681  28.832  53.900  1.86944
equal cross sections at E per particle: 0.72266 MeV
largest state-by-state reversal error: 3.3e-16 (dimensionless)
largest relative error of the 2 beta^2 law: 3.0e-14 (dimensionless)
largest relative error against known formulas: 3.8e-14 (dimensionless)
\end{verbatim}
